\section*{Exact, Wigner and Instanton Rates for the Symmetric Eckart Barrier}

\section*{Problem}

A particle of mass $m$ moves in one dimension through the barrier
\[
V(x)=V_0\,\mathrm{sech}^2(x/a),
\]
and is free on both sides. The reactants arrive from the left with a thermal distribution at temperature $T$; there is no friction or other coupling to a bath. Let $\beta=1/(k_BT)$ and
\[
\omega_b=\frac1a\sqrt{\frac{2V_0}{m}},\qquad
T_c=\frac{\hbar\omega_b}{2\pi k_B},\qquad
B=\frac{\pi a\sqrt{2mV_0}}{\hbar},
\]
\[
\theta=\frac{T}{T_c},\qquad r=\frac1\theta,\qquad v=\beta V_0,\qquad \varepsilon=\frac{E}{V_0}.
\]
Here $\omega_b$ follows from $V''(0)=-2V_0/a^2=-m\omega_b^2$. Assume $B>\pi/2$.

\begin{enumerate}
\item[(a)] Find the transmission probability $P(E)$ and the exact quantum correction $\kappa=k/k_{\rm cl}$ to the classical rate.
\item[(b)] Wigner's correction is $\kappa_W=1+(\beta\hbar\omega_b)^2/24$. Is it the complete correction of order $\hbar^2$?
\item[(c)] Find $\kappa$ for a parabolic barrier top, and show what happens at $T_c$.
\item[(d)] Find the action of the instanton and the instanton rate, including its prefactor.
\item[(e)] Find the error of the instanton rate far below $T_c$, and a formula that connects the two sides of $T_c$.
\item[(f)] Compare the results for the mass of a hydrogen atom, $V_0=0.40$ eV and $a=0.50$ \AA. These barrier parameters are round model values.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Exact transmission and rate}

Measure $x$ in units of $a$ and set $q=a\sqrt{2mE}/\hbar$, $U=2mV_0a^2/\hbar^2$. Then $B=\pi\sqrt U$, $\pi q=B\sqrt\varepsilon$, and
\[
\psi''+(q^2-U\,\mathrm{sech}^2x)\psi=0 .
\]
With $t=\tanh x$, $d/dx=(1-t^2)\,d/dt$. Division by $1-t^2$ gives
\[
\frac{d}{dt}\Big[(1-t^2)\frac{d\psi}{dt}\Big]+\Big[\frac{q^2}{1-t^2}-U\Big]\psi=0 .
\]
Put $\psi=(1-t^2)^{\mu/2}w$ with $\mu=-iq$. The terms in $1/(1-t^2)$ combine to a constant because $q^2=-\mu^2$, leaving
\[
(1-t^2)w''-2(\mu+1)t\,w'-[\mu(\mu+1)+U]w=0 .
\]
In the variable $\xi=(1-t)/2$ this is
\[
\xi(1-\xi)w_{\xi\xi}+(\mu+1)(1-2\xi)w_\xi-[\mu(\mu+1)+U]w=0,
\]
the hypergeometric equation with $\gamma=1+\mu$, $\alpha+\alpha'=2\mu+1$ and $\alpha\alpha'=\mu(\mu+1)+U$. Hence
\[
\alpha=\tfrac12-i(q+\lambda),\quad \alpha'=\tfrac12-i(q-\lambda),\quad \lambda=\sqrt{U-\tfrac14}.
\]
The solution $w=F(\alpha,\alpha';\gamma;\xi)$ is regular at $\xi=0$. For $x\to\infty$, $1-t^2\to4e^{-2x}$, so $\psi\to2^{-iq}e^{iqx}$, the transmitted wave. For $x\to-\infty$, $1-\xi\to e^{2x}$, and the connection formula gives
\[
F\to\frac{\Gamma(\gamma)\Gamma(iq)}{\Gamma(\gamma-\alpha)\Gamma(\gamma-\alpha')}
+e^{2iqx}\frac{\Gamma(1-iq)\Gamma(-iq)}{\Gamma(\alpha)\Gamma(\alpha')} .
\]
The prefactor of $F$ is there $2^{-iq}e^{-iqx}$, so the second term is the incident wave. Therefore
\[
P=\left|\frac{\Gamma(\alpha)\Gamma(\alpha')}{\Gamma(1-iq)\Gamma(-iq)}\right|^2 .
\]
The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ gives $|\Gamma(\frac12+is)|^2=\pi/\cosh\pi s$, $|\Gamma(iq)|^2=\pi/(q\sinh\pi q)$ and $|\Gamma(1+iq)|^2=\pi q/\sinh\pi q$. Using $\cosh(A+C)\cosh(A-C)=\sinh^2A+\cosh^2C$,
\begin{equation}
P=\frac{\sinh^2(B\sqrt\varepsilon)}{\sinh^2(B\sqrt\varepsilon)+\cosh^2D},\qquad
D=\pi\lambda=\sqrt{B^2-\frac{\pi^2}{4}} .
\end{equation}

The reactant partition function per unit length is $Q=\sqrt{mk_BT/(2\pi\hbar^2)}$. Summing the flux over incoming momenta, with $p\,dp/m=dE$,
\[
k=\frac1Q\int_0^\infty\frac{dp}{2\pi\hbar}\frac pm P e^{-\beta E}
=\frac{1}{2\pi\hbar Q}\int_0^\infty P(E)e^{-\beta E}dE .
\]
This is a velocity; multiplied by the number of reactants per unit length it gives events per unit time. Classically $P$ is a unit step at $V_0$, so
\[
k_{\rm cl}=\frac{k_BT}{2\pi\hbar Q}e^{-v}=\sqrt{\frac{k_BT}{2\pi m}}\,e^{-v}.
\]
The ratio is
\begin{equation}
\kappa=v\int_0^\infty P\,e^{v(1-\varepsilon)}d\varepsilon
=\int_0^\infty\frac{dP}{dy}\,e^{v(1-y^2)}dy,\qquad y=\sqrt\varepsilon .
\label{exact}
\end{equation}
The second form is an integration by parts; the boundary terms vanish because $P(0)=0$ and the exponential vanishes at infinity.

\subsection*{(b) The correction of order $\hbar^2$}

The definitions give $V_0/(k_BT_c)=2\pi V_0/(\hbar\omega_b)=B$, hence $v=B/\theta=Br$. Also $\beta\hbar\omega_b=2\pi/\theta$, so $\kappa_W=1+\pi^2/(6\theta^2)$.

At fixed $T$ and $V_0$, the limit $\hbar\to0$ means $B\to\infty$ at fixed $v$. Then, up to exponentially small terms, $P=1/(1+e^{2(D-By)})$. Its derivative is a logistic density with mean $D/B=1-\pi^2/(8B^2)+\dots$ and variance $(\pi^2/3)/(2B)^2=\pi^2/(12B^2)$. For $h(y)=e^{v(1-y^2)}$ we have $h'(1)=-2v$ and $h''(1)=4v^2-2v$. Expanding $h$ about $y=1$ in (\ref{exact}),
\begin{align}
\kappa&=1+\frac{2v\pi^2}{8B^2}+\frac{4v^2-2v}{2}\,\frac{\pi^2}{12B^2}+\dots\nonumber\\
&=1+\frac{\pi^2}{6B^2}(v^2+v)+\dots
=1+\frac{\pi^2}{6}\Big(\frac1{\theta^2}+\frac1{B\theta}\Big)+\dots
\end{align}
Wigner's formula is thus not the complete $\hbar^2$ term for this barrier. The anharmonic part is smaller by the factor $1/v$ and may be dropped when $V_0\gg k_BT$. At $B=100$, $v=2$, the exact integral gives $(\kappa-1)B^2=9.87$; the full term is $9.87$ and Wigner's part alone $6.58$.

\subsection*{(c) Parabolic top}

Near the top $2B(1-\sqrt\varepsilon)\approx B(1-\varepsilon)$. With $w=B(\varepsilon-1)$, $P=1/(1+e^{-w})$ and $v(1-\varepsilon)=-rw$. Extending the range to all $w$ and substituting $s=e^{-w}$,
\begin{equation}
\kappa_{\rm par}=r\int_{-\infty}^{\infty}\frac{e^{-rw}}{1+e^{-w}}dw
=r\int_0^\infty\frac{s^{r-1}}{1+s}ds=\frac{\pi r}{\sin\pi r},\quad 0<r<1 .
\label{par}
\end{equation}
Its expansion begins $1+\pi^2r^2/6$, which is $\kappa_W$. Far below the top the integrand behaves as $e^{(1-r)w}$ with $w\to-\infty$. At $r=1$ tunnelling through the parabola is no longer cut off, and $\kappa_{\rm par}$ diverges. The divergence comes from extending the linear exponent $w$ to $-\infty$. Cutting the parabola at $E=0$, $w=-B$, removes the infinity but leaves $\kappa=\ln(1+e^{B})\approx B$ at $r=1$, whereas part (e) finds about $\sqrt{\pi B}$: near $T_c$ the size of $\kappa$ is set by the curvature of $2B(1-\sqrt\varepsilon)$, which the parabola drops. For the Eckart barrier the integral (\ref{exact}) starts at $E=0$ and $P\le1$, so $\kappa\le e^{v}$ stays finite.

\subsection*{(d) Instanton}

Below the top the semiclassical probability is $e^{-W/\hbar}$, where $W=2\int\sqrt{2m(V-E)}\,dx$ is the action of a complete orbit in the inverted barrier. With $x$ in units of $a$, define $J(\varepsilon)=\int\sqrt{\mathrm{sech}^2x-\varepsilon}\,dx$ between the turning points. Using $s=\sinh x$,
\[
\frac{dJ}{d\varepsilon}=-\frac12\int\frac{\cosh x\,dx}{\sqrt{1-\varepsilon\cosh^2x}}
=-\frac12\int\frac{ds}{\sqrt{1-\varepsilon-\varepsilon s^2}}=-\frac{\pi}{2\sqrt\varepsilon}.
\]
Since $J(1)=0$, $J=\pi(1-\sqrt\varepsilon)$ and
\[
\frac W\hbar=\frac{2B}{\pi}J=2B(1-\sqrt\varepsilon).
\]
The rate integral contains $e^{v-\Phi}$ with $\Phi=2B(1-\sqrt\varepsilon)+v\varepsilon$. Its stationary point obeys
\[
\Phi'=-\frac{B}{\sqrt\varepsilon}+v=0\quad\Rightarrow\quad \varepsilon=\theta^2 .
\]
This is the condition $-dW/dE=\beta\hbar$: the orbit has period $\beta\hbar$. An orbit needs $\varepsilon<1$, so it exists for $T<T_c$ and shrinks to the barrier top as $T\to T_c$. The Euclidean action and the curvature are
\[
\frac S\hbar=\Phi(\theta^2)=B(2-\theta),\qquad
\Phi''=\frac{B}{2\varepsilon^{3/2}}=\frac{B}{2\theta^3}>0 .
\]
The Gaussian integral over $\varepsilon$ gives
\begin{equation}
\kappa_I=v\sqrt{\frac{2\pi}{\Phi''}}\,e^{v-S/\hbar}
=\sqrt{4\pi B\theta}\;\exp\!\Big[\frac{B(1-\theta)^2}{\theta}\Big],
\label{inst}
\end{equation}
because $v\sqrt{4\pi\theta^3/B}=\sqrt{4\pi B\theta}$ and $v-S/\hbar=B(1/\theta-2+\theta)$.

\subsection*{(e) Far below and across the crossover}

\paragraph{Far below.} When the important energies lie well under the top, $P\approx\sinh^2(By)/\cosh^2D$. Equation (\ref{exact}) then needs, after completing squares with $B/v=\theta$,
\[
\int_0^\infty\!\sinh(2By)e^{-vy^2}dy
=\frac{e^{B\theta}}2\int_{-\theta}^{\theta}e^{-vs^2}ds
=\frac12\sqrt{\frac\pi v}\,e^{B\theta}\,\mathrm{erf}\sqrt{B\theta}.
\]
Multiplying by $Be^v/\cosh^2D$, with $\cosh^2D\approx e^{2D}/4$ and $B/\sqrt v=\sqrt{B\theta}$,
\begin{equation}
\kappa\approx2\sqrt{\pi B\theta}\,e^{v+B\theta-2D}\,\mathrm{erf}\sqrt{B\theta}
=\kappa_I\,e^{2(B-D)}\,\mathrm{erf}\sqrt{B\theta}.
\label{deep}
\end{equation}
The factor $e^{2(B-D)}\approx1+\pi^2/(4B)$ corrects the semiclassical transmission. The error function matters when $B\theta\lesssim1$: the orbit energy then approaches the threshold $E=0$, where $P$ vanishes in proportion to $E$ while $e^{-W/\hbar}$ does not, and $\kappa_I$ is too large.

In $y$ the tunnelling integrand is a Gaussian centred at $\theta$ with exponent $-v(y-\theta)^2$. It lies below the top if
\[
z=(1-\theta)\sqrt v=(1-\theta)\sqrt{B/\theta}\gg1 .
\]

\paragraph{Across $T_c$.} For large $B$ take $P=1/(1+e^{2B(1-y)})$, put $s=y-1$, and expand:
\[
P=\sum_{n\ge1}(-1)^{n-1}e^{2nBs}\ (s<0),\qquad
P=\sum_{n\ge0}(-1)^{n}e^{-2nBs}\ (s>0).
\]
Each term is integrated with the weight $2vy\,e^{v(1-y^2)}$. The term $n=1$ below the top can extend over a wide range of energy and is kept whole. Its exponent is $z^2-v(y-\theta)^2$, and $2vy=2v(y-\theta)+2B$. With the lower limit moved to $-\infty$ (valid for $B\theta\gg1$) it gives
\[
-1+2Be^{z^2}\frac12\sqrt{\frac\pi v}\,(1+\mathrm{erf}\,z)
=-1+\sqrt{\pi B\theta}\;\mathrm{erfcx}(-z),
\]
where $\mathrm{erfcx}(u)=e^{u^2}\mathrm{erfc}(u)$. The term $n=0$ above the top gives $+1$. The other terms are confined to $|s|\sim1/B$, so $y\approx1$ and $1-y^2\approx-2s$ suffice. With $v=rB$ and $r<2$ their sum is
\[
\Sigma=\sum_{n\ge2}(-1)^{n-1}\frac{r}{n-r}+\sum_{n\ge1}(-1)^n\frac{r}{n+r}.
\]
Splitting (\ref{par}) at $w=0$ and expanding in the same way gives, for $r<1$, $\pi r/\sin\pi r=1+r/(1-r)+\Sigma$. Thus $\Sigma=\pi r/\sin\pi r-1/(1-r)$, and analytic continuation extends this to $0<r<2$. The result is
\begin{equation}
\kappa_u=\sqrt{\pi B\theta}\;\mathrm{erfcx}(-z)+\frac{\pi r}{\sin\pi r}-\frac1{1-r}.
\label{uni}
\end{equation}
The relative error is of order $1/B$ at fixed $r$ away from 2.

Well above $T_c$, $\mathrm{erfcx}(-z)\approx1/(\sqrt\pi|z|)$; the first term becomes $\theta/(\theta-1)=1/(1-r)$ and cancels the last, leaving $\kappa_{\rm par}$ for $|z|\gg1$. The next term of the expansion, a factor $1-1/(2z^2)$, leaves the remainder $-\theta^2/[2B(\theta-1)^3]$. At fixed $v$ this is $-v/(2B^2)$, opposite in sign to the anharmonic term of (b), so $\kappa_u$ does not reproduce that term, and at 500 K in the table below it is less accurate than $\kappa_{\rm par}$. Well below, $\mathrm{erfcx}(-z)\approx2e^{z^2}$ and the first term becomes $\kappa_I$. For $r=1-\eta$, $\eta\to0$, the last two terms tend to $(1-\eta)/\eta-1/\eta=-1$, so $\kappa_u(T_c)=\sqrt{\pi B}-1$.

The next term at $T_c$ comes from the centre of $P$ being at $D/B$ instead of 1. Shifting $y$ by $-(B-D)/B$ multiplies the leading integral by $e^{2(B-D)}\approx1+\pi^2/(4B)$. Hence
\begin{equation}
\kappa(T_c)=\sqrt{\pi B}-1+\frac{\pi^2}{4}\sqrt{\frac\pi B}+O(1/B),
\qquad \kappa_I(T_c)=2\sqrt{\pi B}.
\end{equation}
The instanton rate at $T_c$ tends to twice the exact one, because half of its Gaussian lies above the top, where $e^{-W/\hbar}$ is not a probability. The two corrections have opposite signs, and the approach to 2 is not monotonic: $\kappa_I/\kappa=2.05$, $2.07$, $2.05$, $2.03$ for $B=21.8$, $100$, $400$, $1600$.

\subsection*{(f) Numerical comparison}

The parameters give $\hbar\omega_b=115$ meV, $T_c=213$ K, $B=21.82$ and $D=21.76$. At 100 K, $\theta=0.470$, and (\ref{inst}) gives
\[
\kappa_I=\sqrt{4\pi(21.82)(0.470)}\;
\exp\!\Big[\frac{21.82\,(0.530)^2}{0.470}\Big]
\approx11.35\,e^{13.04}\approx5.23\times10^6 .
\]
The orbit has energy $\theta^2V_0=88$ meV and action $S/\hbar=33.4$. The correction factors are:

\begin{center}
\begin{tabular}{rccccc}
$T$ (K) & $\kappa$ & $\kappa_W$ & $\kappa_{\rm par}$ & $\kappa_I$ & $\kappa_u$\\
\hline
500 & 1.39 & 1.30 & 1.37 & -- & 1.33\\
300 & 2.56 & 1.83 & 2.81 & -- & 2.36\\
250 & 4.11 & 2.19 & 5.93 & -- & 3.75\\
212.8 ($T_c$) & 8.07 & 2.64 & -- & 16.6 & 7.28\\
200 & 11.6 & 2.86 & -- & 17.5 & 10.4\\
150 & 225 & 4.31 & -- & 206 & 201\\
100 & $5.85\times10^6$ & 8.45 & -- & $5.23\times10^6$ & --\\
50 & $3.54\times10^{24}$ & 30.8 & -- & $3.17\times10^{24}$ & --
\end{tabular}
\end{center}

Errors below are relative to the exact rate of this model. Wigner's formula is 7\% low at 500 K and 29\% low at 300 K. At $T_c$ it gives a third of the rate, and at 100 K about $10^{-6}$ of it: a power of $1/T$ cannot follow the exponential growth in (\ref{inst}). The parabolic formula is better at 500 K, 1\% low, but is 44\% high at 250 K, where energies far below the top contribute and the parabola no longer describes the barrier; cutting it at $E=0$ would still leave it 39\% high.

The instanton rate is 105\% high at $T_c$ and 51\% high at 200 K. At 150, 100 and 50 K it is 9 to 11\% low. At 100 K the exact ratio $\kappa/\kappa_I=1.120$ agrees with (\ref{deep}). At 150 K the ratio is 1.097, since the top still matters. With $z=1.64$ the cut of the Gaussian gives the factor $(1+\mathrm{erf}\,z)/2=0.990$, and the remaining terms add $\Sigma=-2.2$, about $-1\%$ of $\kappa_I$. Together $\kappa_u/\kappa_I=0.979$, and $1.120\times0.979=1.096$. The uniform formula stays within 11\% from 500 to 150 K, passing smoothly through $T_c$.

The rates at 300 K are $1.20\times10^{-4}$ m/s classically, $2.19\times10^{-4}$ m/s with Wigner's correction and $3.06\times10^{-4}$ m/s exactly. At 100 K the classical, Wigner, instanton and exact values are $2.5\times10^{-18}$, $2.1\times10^{-17}$, $1.31\times10^{-11}$ and $1.47\times10^{-11}$ m/s. The numerical check compares $P$ with a direct integration of the Schr\"odinger equation, and the orbit and its action with Newtonian motion in the inverted barrier.

\section*{Computed values}
\begin{verbatim}
mass = 1.67353e-27 kg
V0 = 0.40 eV, a = 0.50 angstrom
omega_b = 1.7503e+14 1/s
hbar*omega_b = 115.21 meV
Tc = 212.78 K
B = 21.8153, D = 21.7587 (dimensionless)
exp(2(B-D)) = 1.1199
Transmission: E/V0, P numerical, P formula
 0.25 3.75771e-10 3.75771e-10
 0.80 1.10638e-02 1.10638e-02
 1.00 5.28283e-01 5.28283e-01
 1.20 9.86314e-01 9.86314e-01
kappa: T/K, T/Tc, exact, Wigner, parabolic, instanton, uniform
 500.0 2.3499 1.391e+00 1.298e+00 1.374e+00       --- 1.327e+00
 300.0 1.4099 2.559e+00 1.827e+00 2.815e+00       --- 2.365e+00
 250.0 1.1749 4.112e+00 2.192e+00 5.930e+00       --- 3.750e+00
 212.8 1.0000 8.068e+00 2.645e+00       --- 1.656e+01 7.279e+00
 200.0 0.9399 1.155e+01 2.862e+00       --- 1.745e+01 1.039e+01
 150.0 0.7050 2.254e+02 4.310e+00       --- 2.056e+02 2.013e+02
 100.0 0.4700 5.854e+06 8.447e+00       --- 5.227e+06       ---
  50.0 0.2350 3.541e+24 3.079e+01       --- 3.166e+24       ---
rates in m/s: T/K, classical, exact, Wigner, instanton
 500.0 7.530e-02 1.048e-01 9.773e-02       ---
 300.0 1.197e-04 3.062e-04 2.187e-04       ---
 250.0 4.948e-06 2.035e-05 1.084e-05       ---
 212.8 1.774e-07 1.431e-06 4.691e-07 2.936e-06
 200.0 4.267e-08 4.929e-07 1.221e-07 7.447e-07
 150.0 1.614e-11 3.638e-09 6.954e-11 3.317e-09
 100.0 2.512e-18 1.471e-11 2.122e-17 1.313e-11
  50.0 1.231e-38 4.360e-14 3.791e-37 3.899e-14
T/K, V0/kBT, Wigner/exact, instanton/exact
 500.0   9.284 9.328e-01       ---
 300.0  15.473 7.142e-01       ---
 250.0  18.567 5.329e-01       ---
 212.8  21.815 3.278e-01 2.052e+00
 200.0  23.209 2.477e-01 1.511e+00
 150.0  30.945 1.912e-02 9.118e-01
 100.0  46.418 1.443e-06 8.929e-01
  50.0  92.836 8.695e-24 8.941e-01
orbit: T/K, E/meV, S/hbar, exact/instanton, deep prediction
 212.8  400.00  21.815 0.48730 1.11991
 200.0  353.40  23.125 0.66189 1.11991
 150.0  198.79  28.252 1.09674 1.11991
 100.0   88.35  33.378 1.11990 1.11991
  50.0   22.09  38.504 1.11838 1.11838
at Tc: B, exact kappa, two terms, three terms, instanton/exact
   21.82   8.0684   7.2786   8.2149 2.0521
  100.00  17.1256  16.7245  17.1619 2.0700
  400.00  34.6581  34.4491  34.6677 2.0456
 1600.00  70.0050  69.8982  70.0075 2.0255
B=100: V0/kBT, (kappa-1)B^2, full hbar^2 term, Wigner term
  2.0    9.8707    9.8696    6.5797
 10.0  182.6683  180.9427  164.4934
\end{verbatim}
